# VV10 at Long Range and in the Uniform Gas, part 1

(Sections cited here and not found follow in the second part.)

## I. The long-range energy from coupled oscillators

Two neutral atoms far apart attract each other although neither carries a charge or a permanent dipole. The electrons of each atom fluctuate, the fluctuations are coupled by the Coulomb force, and the coupled motion has a lower energy than the independent motions. For atoms with spherical ground states, at a separation $D$ large compared with their size but short enough that the finite speed of light plays no part, the leading energy is $-C_6/D^6$. A correlation functional that depends only on the density and its gradient at each point cannot give this power law: once the densities cease to overlap, it assigns each atom its own energy and nothing more. A functional with a double integral over the density can do better, and VV10 is of this kind. The question is which $C_6$ its kernel contains, and how its remaining constant is fixed by a system with no separated fragments at all, the uniform electron gas.

### The functional and its local quantities

In Hartree atomic units, the nonlocal energy is

$$E_{nl}=\int d\mathbf r\,n(\mathbf r)\left[\beta+\frac12\int d\mathbf r'\,n(\mathbf r')\,\Phi(\mathbf r,\mathbf r')\right],$$

$$\Phi=-\frac{3}{2gg'(g+g')},\qquad g=\omega_0R^2+\kappa,\qquad R=|\mathbf r-\mathbf r'|.$$

A prime marks a quantity taken at $\mathbf r'$, so $g'=\omega_0'R^2+\kappa'$. The local quantities are

$$\omega_0^2=\omega_g^2+\frac{\omega_p^2}{3},\qquad \omega_g^2=C\left|\frac{\nabla n}{n}\right|^4,\qquad \omega_p^2=4\pi n,$$

$$\kappa=\frac{b\,v_F^2}{\omega_p},\qquad v_F=(3\pi^2n)^{1/3}.$$

Here $\omega_p$ is the plasma frequency and $v_F$ the Fermi velocity of a uniform gas with the local density. The numbers $C$ and $b$ are parameters; VV10 uses $C=0.0093$ and $b=5.9$. Since $\omega_0$ is a frequency and $\kappa$ is a squared velocity divided by a frequency, the two terms of $g$ have the same dimension. The first rules at large $R$, and the second keeps the kernel finite at $R=0$.

The gradient term $\omega_g$ acts as a binding frequency. Its form is a model, but it has a sensible scale. If a density decays as $e^{-2\sqrt{2I}\,r}$, where $I$ is the ionization energy, then $|\nabla n/n|=2\sqrt{2I}$ and $\omega_g=8\sqrt C\,I$. The binding frequency in the tail is therefore proportional to the ionization energy.

### Why the local frequency contains one third of $\omega_p^2$

Consider a small sphere of matter with density $n$, whose electrons are bound with frequency $\omega_g$. Displace them all by $\mathbf x$ against the fixed positive background. Two uniformly charged spheres of opposite sign are then slightly out of register. The field inside a sphere of charge density $\rho$ is $4\pi\rho\,\mathbf r/3$, by Gauss's law. The electrons have $\rho=-n$ and centre $\mathbf x$, while the background has $\rho=+n$ and centre zero. The field in the common region is

$$\mathbf F_{\rm dep}=-\frac{4\pi n}{3}(\mathbf r-\mathbf x)+\frac{4\pi n}{3}\mathbf r=\frac{4\pi n}{3}\mathbf x .$$

An electron has charge $-1$, so it feels the force $-4\pi n\mathbf x/3=-\omega_p^2\mathbf x/3$. In an external field $\mathbf F$ its equation of motion is

$$\ddot{\mathbf x}=-\omega_g^2\mathbf x-\frac{\omega_p^2}{3}\mathbf x-\mathbf F=-\omega_0^2\mathbf x-\mathbf F .$$

For displacements small compared with its radius, the sphere is an isotropic oscillator of frequency $\omega_0$. The model of an atom or molecule used here fills its volume with such oscillators. A volume element $dV$ contains $f=n\,dV$ electrons, which move together. Apart from the depolarization just included, elements of the same fragment are not coupled to one another.

The kinetic energy of an element is $f\dot{\mathbf x}^2/2$, its potential energy is $f\omega_0^2\mathbf x^2/2$, and its dipole is $-f\mathbf x$. With $\mathbf X=\sqrt f\,\mathbf x$ these become $\dot{\mathbf X}^2/2$, $\omega_0^2\mathbf X^2/2$ and $-\sqrt f\,\mathbf X$. Each element thus has unit mass, and its number of electrons enters through its coupling to fields.

### The zero-point energy of one coupled pair of coordinates

Take one element in fragment A and one in fragment B, with frequencies $\omega$ and $\omega'$. Their dipole interaction is

$$V=\sqrt{ff'}\sum_{ab}X_aT_{ab}X'_b,\qquad T_{ab}=\frac{\delta_{ab}-3\hat R_a\hat R_b}{R^3},$$

where $\hat{\mathbf R}$ is the unit vector between them. The two minus signs of the dipoles have cancelled. Each term couples one coordinate $X$ of the first oscillator to one coordinate $X'$ of the second, with a strength $\lambda=\sqrt{ff'}\,T_{ab}$.

Switch on a single such term. The potential energy is $\frac12\omega^2X^2+\frac12\omega'^2X'^2+\lambda XX'$, so the squared normal frequencies $\Omega_1^2$ and $\Omega_2^2$ are the eigenvalues of

$$\begin{pmatrix}\omega^2&\lambda\\ \lambda&\omega'^2\end{pmatrix}.$$

Their sum is the trace, $\omega^2+\omega'^2$, and their product is the determinant, $\omega^2\omega'^2-\lambda^2$. Hence

$$(\Omega_1+\Omega_2)^2=\Omega_1^2+\Omega_2^2+2\Omega_1\Omega_2=\omega^2+\omega'^2+2\sqrt{\omega^2\omega'^2-\lambda^2}.$$

For weak coupling, $|\lambda|\ll\omega\omega'$, the root is $\omega\omega'-\lambda^2/(2\omega\omega')$ to order $\lambda^2$. This gives

$$(\Omega_1+\Omega_2)^2\simeq(\omega+\omega')^2-\frac{\lambda^2}{\omega\omega'},\qquad
\Omega_1+\Omega_2\simeq\omega+\omega'-\frac{\lambda^2}{2\omega\omega'(\omega+\omega')}.$$

The zero-point energy is half the sum of the frequencies, so it changes by

$$\Delta E=-\frac{\lambda^2}{4\omega\omega'(\omega+\omega')}.$$

### Adding all coordinates and all pairs

There are many couplings between the fragments. To second order the ground-state energy contains terms linear in the couplings, squares of single couplings, and products of two different couplings. A symmetry removes the first and third kinds. Replace one coordinate $X$ by $-X$. The uncoupled oscillators do not change, while every coupling that contains $X$ changes sign. The ground-state energy must be the same before and after. A linear term would change sign, so it vanishes. In a product of two different couplings, at least one coordinate occurs once only; reversing that coordinate changes the sign of the product, so its coefficient vanishes too. The squares remain, each with the coefficient found above.

For one pair of elements the sum over coordinates needs $\sum_{ab}T_{ab}^2$, which is the trace of $T^2$ and does not depend on the choice of axes. With the $z$ axis along $\hat{\mathbf R}$, the matrix is diagonal with entries $1$, $1$ and $-2$, divided by $R^3$. The sum is therefore $(1+1+4)/R^6=6/R^6$, and

$$\Delta E_{\rm pair}=-\frac{6ff'}{4\omega\omega'(\omega+\omega')R^6}=-\frac{3ff'}{2\omega\omega'(\omega+\omega')R^6}.$$

The numerical check tests this by diagonalizing two clusters of three oscillators about 25 bohr apart. The full zero-point shift is $-4.01505\times10^{-8}$ hartree, and the pair sum agrees with it to the digits given here.

With $f=n\,dV$ and $f'=n'\,dV'$, the energy between the fragments becomes

$$E_{AB}=-\frac32\int_A d\mathbf r\int_B d\mathbf r'\,\frac{nn'}{\omega_0\omega_0'(\omega_0+\omega_0')R^6}.$$

### The same energy in the kernel

For the functional, let each fragment keep the density and the local quantities it has when alone. Subtract the energies of the isolated fragments. The term $\beta\int n\,d\mathbf r=\beta N$ cancels because the number of electrons $N$ is unchanged, and the pairs inside one fragment cancel as well. The pairs across the gap occur twice in the double integral, once in each order, and this removes the factor $\frac12$:

$$E_{AB}=\int_A d\mathbf r\int_B d\mathbf r'\,nn'\,\Phi .$$

For fixed points inside the fragments and growing $D$, $g/R^2\to\omega_0$ and $g'/R^2\to\omega_0'$. Therefore

$$\Phi\to-\frac{3}{2\omega_0\omega_0'(\omega_0+\omega_0')R^6},$$

which is the oscillator energy for every pair of elements. Since $R/D\to1$, both expressions give

$$C_6=\frac32\int_A d\mathbf r\int_B d\mathbf r'\,\frac{nn'}{\omega_0\omega_0'(\omega_0+\omega_0')}.$$

The parameter $b$ has dropped out together with $\kappa$.

The densities have tails, so some pairs of points are close together even at large $D$. The oscillator integral, with its bare $1/R^6$, diverges at such pairs, where the elements can no longer be treated as point dipoles; it is meant for fragments that do not overlap. In the kernel $\kappa$ removes the divergence. To see that these pairs do no harm there, split the kernel integral. If both points lie within $D/4$ of their own nuclei, then $R\ge D/2$. Since $g\ge\omega_0R^2$, the quantity $D^6nn'|\Phi|$ is at most $64$ times the integrand of $C_6$. If that integrand has a finite integral, the limit may be taken under the integral sign. For the other pairs use $g\ge\kappa$ and $\kappa+\kappa'\ge2\sqrt{\kappa\kappa'}$:

$$nn'|\Phi|\le\frac{3nn'}{4(\kappa\kappa')^{3/2}}\propto(nn')^{3/4},$$

because $v_F^2/\omega_p\propto n^{2/3-1/2}=n^{1/6}$. At least one of the two points is now farther than $D/4$ from its nucleus. For exponentially decaying densities this part falls exponentially with $D$, and multiplying it by $D^6$ does not save it.

### The approach to the limit

At finite distance the kernel departs from the pure power law in two ways. Write $g=\omega_0R^2[1+\kappa/(\omega_0R^2)]$, and treat $g'$ and $g+g'$ likewise. To first order in $1/R^2$,

$$\Phi\simeq-\frac{3}{2\omega_0\omega_0'(\omega_0+\omega_0')}\left[\frac1{R^6}-\frac{q}{R^8}\right],\qquad
q=\frac{\kappa}{\omega_0}+\frac{\kappa'}{\omega_0'}+\frac{\kappa+\kappa'}{\omega_0+\omega_0'} .$$

This is damping, and it weakens the attraction. The second effect is geometric, because $R$ differs from $D$. Let $\mathbf s$ be the difference of the two positions, each measured from its own nucleus, and $s_z$ its component along the axis. Then $R^2=D^2(1+\eta)$ with $\eta=2s_z/D+s^2/D^2$, and $(1+\eta)^{-3}\simeq1-3\eta+6\eta^2$. For spherical fragments $\langle s_z\rangle=0$, $\langle s^2\rangle=r^2+r'^2$ and $\langle s_z^2\rangle=\langle s^2\rangle/3$, so

$$\left\langle\frac1{R^6}\right\rangle\simeq\frac1{D^6}\left[1+\frac{(-3+8)\langle s^2\rangle}{D^2}\right]=\frac1{D^6}\left[1+\frac{5(r^2+r'^2)}{D^2}\right].$$

The next term of the energy is $-C_8/D^8$. Its coefficient $C_8$ is the double integral for $C_6$ with the extra factor $5(r^2+r'^2)-q$ in the integrand.

Two hydrogen atoms with the exact nonrelativistic density $n=e^{-2r}/\pi$ show both parts. Here $|\nabla n/n|=2$ throughout each atom. The integrals give $C_6=5.942$ hartree bohr$^6$, which is 3.551 eV Å$^6$. The geometric part of $C_8$ is $231.0$ and the damping part $-275.2$, so that $C_8=231.0-275.2=-44.2$ hartree bohr$^8$. For $b=5.9$ damping wins narrowly, and the attraction approaches its limit from below. The damping part is proportional to $b$, so $C_8$ would change sign at $b=5.9\times231.0/275.2=4.95$. With the fragments frozen as above, the full kernel energy gives:

| $D$ (bohr) | $-E_{AB}D^6$ (hartree bohr$^6$) |
|---:|---:|
| 10 | 5.375 |
| 20 | 5.827 |
| 40 | 5.914 |
| 100 | 5.938 |

At 20 bohr the two-term estimate is $5.942-44.2/400=5.832$, close to the full value. At 10 bohr it is $5.942-0.442=5.500$, and the higher terms are no longer small beside the correction itself. This $C_8$ belongs to the nonlocal kernel with frozen fragments. It should not be read as the multipole coefficient of the real atoms. The table, and the bound on close pairs given above, also assume frozen fragments. When the functional is evaluated on the summed density $n_A+n_B$, the quantities $\omega_0$ and $\kappa$ change where the tails meet. The entry at 10 bohr then becomes 5.82, larger by 8%, while at 20 bohr the shift is below 0.001.

## II. The response derivation, its assumptions, and the uniform gas

The first half used $\omega_0^2=\omega_g^2+\omega_p^2/3$, with $\omega_p^2=4\pi n$ and a binding frequency $\omega_g$ set by the density gradient. The kernel is $\Phi=-3/[2gg'(g+g')]$ with $g=\omega_0R^2+\kappa$ and $\kappa=bv_F^2/\omega_p$, where $v_F=(3\pi^2n)^{1/3}$. The zero-point energy of coupled oscillators, and equally the limit of the kernel, gave

$$C_6=\frac32\int_A d\mathbf r\int_B d\mathbf r'\,\frac{nn'}{\omega_0\omega_0'(\omega_0+\omega_0')}.$$

The same coefficient can be reached by a route on which the oscillators enter only in the last step. One first finds what the attraction of two arbitrary quantum systems depends on, and brings in the local model at the end.

The zero-point energy of coupled local oscillators and the long-range limit of the VV10 kernel give the same $C_6$, in which $b$ does not appear. It remains to derive this coefficient from polarizabilities, to compare what the two derivations assume, to fix $\beta$ from the uniform electron gas, and to see what changes in rVV10.

Numerical values quoted here were computed with a short program.
